# Self-consistent harmonic treatment of the pure quartic oscillator

## Problem

A particle of mass $m$ moves on a line in the potential $V(x)=\lambda x^4$ with $\lambda>0$. There is no quadratic term, so the curvature at the minimum is zero and the ordinary harmonic approximation gives no frequency. The self-consistent harmonic approximation replaces the true Hamiltonian

$$H=\frac{p^2}{2m}+\lambda x^4 \qquad\text{by}\qquad H_0=\frac{p^2}{2m}+\frac12 m\Omega^2x^2 ,$$

and chooses $\Omega$ so that an upper bound on the free energy is as low as possible.

1. Derive the bound and the equation that fixes $\Omega$ at temperature $T$.
2. Solve it at $T=0$ and find the approximate ground-state energy.
3. By what percentage does this energy differ from the true one, and does the percentage depend on $m$ and $\lambda$?
4. How does $\Omega$ depend on $T$ in the classical regime, and when does that law hold?
5. Compare the classical $\Omega$ with the frequency of the true classical motion.

For numbers take the round model parameters $m=20000$ electron masses and $\lambda=0.02$ hartree/bohr$^4$. Hartree atomic units are used, so $\hbar=1$ and a frequency is also an energy.

## Solution

### 1. The bound and the self-consistency equation

**The bound.** Let $\beta=1/kT$. The tangent to the convex function $e^{-y}$ at the mean value $\bar y$ lies below the curve: $e^{-y}\ge e^{-\bar y}[1-(y-\bar y)]$. Averaging with any set of probabilities removes the linear term and leaves

$$\overline{e^{-y}}\ \ge\ e^{-\bar y}. \tag{1}$$

Let $|n\rangle$ be the eigenstates of $H_0$ with energies $\varepsilon_n$, and $|k\rangle$ those of $H$ with energies $E_k$. The numbers $|\langle k|n\rangle|^2$ are probabilities over $k$, so (1) gives

$$\langle n|e^{-\beta H}|n\rangle=\sum_k|\langle k|n\rangle|^2e^{-\beta E_k}\ \ge\ e^{-\beta\langle n|H|n\rangle}.$$

A trace may be taken in any orthonormal basis. Summing over $n$, with $\langle n|H|n\rangle=\varepsilon_n+\langle n|H-H_0|n\rangle$, $Z_0=\sum_ne^{-\beta\varepsilon_n}$ and $p_n=e^{-\beta\varepsilon_n}/Z_0$,

$$Z\ \ge\ Z_0\sum_np_n\,e^{-\beta\langle n|H-H_0|n\rangle}\ \ge\ Z_0\,e^{-\beta\langle H-H_0\rangle_0}.$$

The last step is (1) again, now with the probabilities $p_n$, and $\langle\cdot\rangle_0$ is the thermal average in $H_0$. Since $F=-kT\ln Z$,

$$F\ \le\ B(\Omega)=F_0+\langle H-H_0\rangle_0 . \tag{2}$$

This is the Gibbs–Bogoliubov inequality. At $T=0$ it becomes the usual variational principle for the ground-state energy.

**The averages.** Write $x=\sqrt{s_0}\,(a+a^\dagger)$ with $s_0=1/(2m\Omega)$. Applying $x$ twice gives

$$x^2|n\rangle=s_0\Big[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\Big]. \tag{3}$$

Hence $\langle n|x^2|n\rangle=s_0(2n+1)$. The squared length of the vector (3) is

$$\langle n|x^4|n\rangle=s_0^2\big[n^2-n+4n^2+4n+1+n^2+3n+2\big]=3s_0^2(2n^2+2n+1).$$

The thermal weights are $p_n=(1-q)q^n$ with $q=e^{-\Omega/kT}$. The geometric series and its first two derivatives give

$$\bar n=\frac{q}{1-q},\qquad \langle n(n-1)\rangle_0=(1-q)\,q^2\,\frac{2}{(1-q)^3}=2\bar n^2,$$

so $\langle n^2\rangle_0=2\bar n^2+\bar n$. The thermal variance $s=\langle x^2\rangle_0$ is therefore

$$s=s_0(2\bar n+1)=s_0\,\frac{1+q}{1-q}=\frac{1}{2m\Omega}\coth\frac{\Omega}{2kT}, \tag{4}$$

and the fourth moment is

$$\langle x^4\rangle_0=3s_0^2\big(4\bar n^2+2\bar n+2\bar n+1\big)=3s_0^2(2\bar n+1)^2=3s^2. \tag{5}$$

**Minimisation.** The kinetic terms cancel in $H-H_0$, so

$$B(\Omega)=F_0+3\lambda s^2-\tfrac12m\Omega^2s .$$

The partition function is $Z_0=e^{-\Omega/2kT}/(1-q)=1/[2\sinh(\Omega/2kT)]$. Hence $F_0=kT\ln[2\sinh(\Omega/2kT)]$, and by (4)

$$\frac{dF_0}{d\Omega}=\frac12\coth\frac{\Omega}{2kT}=m\Omega s .$$

With $s'=ds/d\Omega$,

$$\frac{dB}{d\Omega}=m\Omega s+6\lambda ss'-m\Omega s-\tfrac12m\Omega^2s'=s'\Big(6\lambda s-\tfrac12m\Omega^2\Big).$$

Both factors of $s$ in (4), $1/\Omega$ and the coth, do not increase with $\Omega$, and the first decreases, so $s'<0$. The bracket then falls steadily from $+\infty$ at small $\Omega$ to $-\infty$ at large $\Omega$ and has one zero. Below the zero $dB/d\Omega<0$, above it $dB/d\Omega>0$, so the zero is the minimum:

$$m\Omega^2=12\lambda s=\langle V''(x)\rangle_0 . \tag{6}$$

The second equality holds because $V''=12\lambda x^2$. The spring constant is the curvature of the potential averaged over the region that the particle explores. That region depends in turn on the spring constant, which makes the equation self-consistent.

At the minimum $\tfrac12m\Omega^2s=6\lambda s^2$, so the approximate free energy is

$$F_{\rm SCH}=F_0-3\lambda s^2. \tag{7}$$

### 2. Zero temperature

For $T\to0$ the coth tends to 1 and $s=1/(2m\Omega)$. Equation (6) becomes $m\Omega^2=6\lambda/(m\Omega)$, so

$$\boxed{\;\Omega=\Big(\frac{6\lambda}{m^2}\Big)^{1/3}\;}\qquad\text{or, with }\hbar\text{ restored,}\quad \Omega=\Big(\frac{6\hbar\lambda}{m^2}\Big)^{1/3}. \tag{8}$$

The zero-point motion alone produces a finite frequency, although the curvature at $x=0$ vanishes.

For the energy, $F_0\to\Omega/2$. Since $\lambda/m^2=\Omega^3/6$,

$$3\lambda s^2=\frac{3\lambda}{4m^2\Omega^2}=\frac{3}{4\Omega^2}\,\frac{\Omega^3}{6}=\frac{\Omega}{8},
\qquad E_{\rm SCH}=\frac\Omega2-\frac\Omega8=\frac{3}{8}\,\Omega . \tag{9}$$

The subtraction matters: $\Omega/2$ is the ground energy of $H_0$, while $3\Omega/8$ is the mean value of the true $H$ in that state.

For the model parameters,

$$\Big(\frac{\lambda}{m^2}\Big)^{1/3}=\Big(\frac{0.02}{4\times10^8}\Big)^{1/3}=3.684\times10^{-4}\ \text{hartree},$$

$$\Omega=6^{1/3}\times3.684\times10^{-4}=6.694\times10^{-4}\ \text{hartree},$$

$$E_{\rm SCH}=0.375\times6.694\times10^{-4}=2.510\times10^{-4}\ \text{hartree}=6.831\ \text{meV}.$$

### 3. The error of the ground-state energy

**The percentage is universal.** Put $x=\ell\xi$ with $\ell=(m\lambda)^{-1/6}$. The kinetic term acquires the factor $1/(m\ell^2)=(m\lambda)^{1/3}/m=(\lambda/m^2)^{1/3}$. The potential acquires $\lambda\ell^4=\lambda(m\lambda)^{-2/3}=(\lambda/m^2)^{1/3}$, which is the same factor. Hence

$$H=\epsilon\Big(-\frac12\frac{d^2}{d\xi^2}+\xi^4\Big),\qquad \epsilon=\Big(\frac{\lambda}{m^2}\Big)^{1/3}.$$

Every true level is a pure number times $\epsilon$. By (8) and (9) so is the approximate energy, $E_{\rm SCH}=\tfrac38\,6^{1/3}\epsilon=0.68142\,\epsilon$. Their ratio cannot depend on $m$ or $\lambda$.

**A calculation by hand.** The true energy has no elementary closed form here, but it can be approached from above by diagonalizing $H$ in the eigenstates of the self-consistent oscillator. Since $H$ is even in $x$, the ground state needs the even states $0,2,4,\dots$ only. Keep the first three.

From (3),

$$x^2|0\rangle=s_0\big(|0\rangle+\sqrt2\,|2\rangle\big),\qquad
x^2|2\rangle=s_0\big(\sqrt2\,|0\rangle+5|2\rangle+\sqrt{12}\,|4\rangle\big),$$

$$x^2|4\rangle=s_0\big(\sqrt{12}\,|2\rangle+9|4\rangle+\sqrt{30}\,|6\rangle\big).$$

The scalar products of these vectors are the elements of $x^4$. In units of $s_0^2$ they are

- diagonal: $1+2=3$, then $2+25+12=39$, then $12+81+30=123$;
- 0–2: $\sqrt2+5\sqrt2=6\sqrt2$;
- 0–4: $\sqrt2\,\sqrt{12}=\sqrt{24}$;
- 2–4: $5\sqrt{12}+9\sqrt{12}=14\sqrt{12}$.

By (9), $3\lambda s_0^2=\Omega/8$, so each is multiplied by $\lambda s_0^2=\Omega/24$.

The kinetic energy is $H_0-\tfrac12m\Omega^2x^2$, and $\tfrac12m\Omega^2s_0=\Omega/4$. Its diagonal elements are $(n+\tfrac12)\Omega-(2n+1)\Omega/4=(2n+1)\Omega/4$. Its 0–2 and 2–4 elements are $-\sqrt2\,\Omega/4$ and $-\sqrt{12}\,\Omega/4$; the 0–4 element is zero. Adding kinetic and potential parts, in units of $\Omega$:

$$H_{00}=\tfrac14+\tfrac18=\tfrac38,\qquad H_{22}=\tfrac54+\tfrac{13}8=\tfrac{23}8,\qquad H_{44}=\tfrac94+\tfrac{41}8=\tfrac{59}8,$$

$$H_{02}=\tfrac{\sqrt2}4-\tfrac{\sqrt2}4=0,\qquad H_{04}=\tfrac{\sqrt{24}}{24}=\tfrac{\sqrt6}{12},\qquad H_{24}=\tfrac{7\sqrt3}{6}-\tfrac{\sqrt3}{2}=\tfrac{2}{\sqrt3}.$$

The coupling of the ground state to its nearest even neighbour vanishes for the self-consistent $\Omega$. The coupling that remains, $0.204\,\Omega$, leads to a state $7\,\Omega$ higher. This is why the energy is already good.

Let $e$ be the eigenvalue in units of $\Omega$ and $c_0,c_2,c_4$ the components of the eigenvector. The second row of the eigenvalue equation gives $c_2=-H_{24}c_4/(H_{22}-e)$. Inserting this in the third row gives $c_4=-H_{04}c_0/[H_{44}-e-H_{24}^2/(H_{22}-e)]$. The first row, $(H_{00}-e)c_0+H_{04}c_4=0$, then reads

$$e=\frac38-\frac{1/24}{\dfrac{59}8-e-\dfrac{4/3}{23/8-e}} .$$

Starting on the right with $e=0.375$, the inner fraction is $1.3333/2.5=0.5333$, the denominator is $7-0.5333=6.4667$, and $e=0.375-0.04167/6.4667=0.36856$. A second round leaves these digits unchanged, and the numerical diagonalization gives the same lowest eigenvalue.

By the variational principle the true energy is not above this value. The self-consistent energy is therefore too high by at least $0.375/0.36856-1=1.7$ percent.

**The converged value.** Adding more even states lowers the result further:

| even states | lowest energy$/\epsilon$ | excess of $E_{\rm SCH}$ over it |
|---|---|---|
| 1 | 0.681420 | 0 |
| 3 | 0.669726 | 1.746 % |
| 5 | 0.668042 | 2.003 % |
| 10 | 0.667986 | 2.011 % |
| 20 | 0.667986 | 2.011 % |

A diagonalization on a spatial grid, which makes no use of oscillator states, also gives $0.667986\,\epsilon$. Relative to the true energy,

$$\boxed{\;\frac{E_{\rm SCH}}{E_{\rm true}}-1=\frac{0.681420}{0.667986}-1=2.0\ \text{percent}\;}$$

For the model parameters $E_{\rm true}=2.461\times10^{-4}$ hartree $=6.696$ meV. A second pair, $m=3$ and $\lambda=0.5$, gives the same percentage, as the scaling requires.

The bound fixes the sign of the error in the energy, not its size, and it makes no statement about the frequency. Read as the first excitation energy, $\Omega=1.817\,\epsilon$ lies 5.3 percent above the true value $1.726\,\epsilon$.

### 4. The classical regime

When $kT\gg\Omega$, use $\coth y=1/y+y/3+\dots$ with $y=\Omega/2kT$ in (4):

$$s=\frac1{2m\Omega}\Big(\frac{2kT}{\Omega}+\frac{\Omega}{6kT}+\dots\Big)=\frac{kT}{m\Omega^2}+\frac{1}{12\,m\,kT}+\dots \tag{10}$$

The first term is classical equipartition, $\tfrac12m\Omega^2s=\tfrac12kT$. With it alone, (6) reads $m\Omega^2=12\lambda kT/(m\Omega^2)$, so

$$\boxed{\;\Omega_{\rm cl}=\Big(\frac{12\,\lambda\,kT}{m^2}\Big)^{1/4}\propto T^{1/4}\;} \tag{11}$$

A hotter particle spreads further, $s=kT/(m\Omega_{\rm cl}^2)\propto T^{1/2}$, and meets steeper walls. The mean curvature grows like $s$, and the frequency like its square root.

**When the law holds.** Keep the second term of (10) in (6) and multiply by $\Omega^2/m$:

$$\Omega^4=\frac{12\lambda kT}{m^2}+\frac{\lambda\,\Omega^2}{m^2kT}=\Omega_{\rm cl}^4\Big[1+\frac{\Omega^2}{12(kT)^2}\Big].$$

Taking the fourth root to first order, with $\Omega\approx\Omega_{\rm cl}$ in the small term,

$$\Omega\approx\Omega_{\rm cl}\Big[1+\frac1{48}\Big(\frac{\Omega_{\rm cl}}{kT}\Big)^2\Big]. \tag{12}$$

Since $\Omega_{\rm cl}/kT\propto T^{-3/4}$, the relative correction dies out as $T^{-3/2}$. The factor $1/48$ keeps it small even when $\Omega$ is comparable with $kT$.

At 300 K, $kT=9.500\times10^{-4}$ hartree, and

$$\Omega_{\rm cl}=\Big(\frac{12\times0.02\times9.500\times10^{-4}}{4\times10^8}\Big)^{1/4}=(5.700\times10^{-13})^{1/4}=8.689\times10^{-4}\ \text{hartree}.$$

Here $\Omega_{\rm cl}/kT=0.915$, and (12) predicts an excess of $0.915^2/48=1.7$ percent. The numerical solution of (6) with the full coth gives $\Omega=8.840\times10^{-4}$ hartree, which is 1.7 percent above $\Omega_{\rm cl}$. Other temperatures compare as follows:

| $T$ (K) | $\Omega$ ($10^{-4}$ hartree) | excess over $\Omega_{\rm cl}$ | from (12) | $d\ln\Omega/d\ln T$ |
|---|---|---|---|---|
| 100 | 7.176 | 8.7 % | 9.1 % | 0.137 |
| 300 | 8.840 | 1.73 % | 1.74 % | 0.225 |
| 1000 | 11.774 | 0.286 % | 0.286 % | 0.246 |
| 3000 | 15.460 | 0.055 % | 0.055 % | 0.249 |

The exponent is a more sensitive sign of the classical regime than the value of $\Omega$. At 100 K the value is within 9 percent of the law, but the local exponent is little more than half of $1/4$, because $\Omega$ is levelling off towards its zero-temperature value $6.694\times10^{-4}$ hartree.

**The free energy.** The 2 percent of part 3 belongs to the ground state. At 300 K, equation (7) gives $F_{\rm SCH}=-2.889\times10^{-4}$ hartree, while the sum over the true levels gives $-3.288\times10^{-4}$ hartree. The approximation is again too high, as (2) demands. The difference, $0.399\times10^{-4}$ hartree, is $0.042\,kT$ and about eight times the error at $T=0$.

**An added quadratic term.** If $V$ also contains $\tfrac12m\omega_0^2x^2$ with $\omega_0^2>0$, then $B$ gains $\tfrac12m\omega_0^2s$. The bracket in $dB/d\Omega$ gains $\tfrac12m\omega_0^2$, and (6) becomes $m\Omega^2=m\omega_0^2+12\lambda s$. The $T^{1/4}$ law then needs $12\lambda s\gg m\omega_0^2$ as well as $kT\gg\Omega$. In the opposite limits the frequency is nearly constant: for $12\lambda s\ll m\omega_0^2$ it is close to $\omega_0$, and for $kT\ll\Omega$ the variance is $s\approx1/(2m\Omega)$, so $\Omega$ is close to its zero-temperature value, fixed by $m\Omega^2=m\omega_0^2+6\lambda/(m\Omega)$. Between these limits and the $T^{1/4}$ law it rises gradually with $T$.

### 5. Comparison with the true classical motion

An orbit of energy $E$ turns at $A=(E/\lambda)^{1/4}$. With the speed $\sqrt{2(E-\lambda x^4)/m}$ and $x=Au$, the period is

$$\tau(E)=4\int_0^A\frac{dx}{\sqrt{2(E-\lambda x^4)/m}}=4A\sqrt{\frac{m}{2E}}\int_0^1\frac{du}{\sqrt{1-u^4}}\ \propto\ E^{1/4}E^{-1/2}=E^{-1/4}.$$

Hence $\omega(E)=2\pi/\tau\propto E^{1/4}$. Integrating the equation of motion numerically confirms that 16 times the energy doubles the frequency.

For the thermal mean, note that the phase-space area inside an orbit is $\oint p\,dx$. Its derivative with respect to $E$ is $\oint(\partial p/\partial E)\,dx=\oint dx/v=\tau$, because $\partial E/\partial p=p/m=v$. The area between $E$ and $E+dE$ is thus $\tau\,dE$, and the period cancels in the numerator of the mean:

$$\langle\omega\rangle=\frac{\int_0^\infty\frac{2\pi}{\tau}\,e^{-E/kT}\,\tau\,dE}{\iint e^{-H/kT}\,dx\,dp}=\frac{2\pi kT}{\iint e^{-H/kT}\,dx\,dp}.$$

The momentum integral is $\sqrt{2\pi mkT}$. With $w=\lambda x^4/kT$, the position integral is

$$2\int_0^\infty e^{-\lambda x^4/kT}dx=\frac12\Big(\frac{kT}{\lambda}\Big)^{1/4}\int_0^\infty w^{-3/4}e^{-w}dw=\frac12\,\Gamma(\tfrac14)\Big(\frac{kT}{\lambda}\Big)^{1/4}.$$

Therefore

$$\langle\omega\rangle=\frac{2\sqrt{2\pi}}{\Gamma(1/4)}\Big(\frac{\lambda kT}{m^2}\Big)^{1/4}=1.383\Big(\frac{\lambda kT}{m^2}\Big)^{1/4}. \tag{13}$$

The power of $T$ agrees with (11), but the prefactor there is $12^{1/4}=1.861$. At 300 K the mean orbital frequency is $6.455\times10^{-4}$ hartree, and $\Omega_{\rm cl}$ is 1.35 times as large. The two quantities are defined differently: $m\Omega_{\rm cl}^2$ is a mean curvature in the trial state, whereas $\langle\omega\rangle$ is $2\pi$ times the mean number of oscillations per unit time, with the orbits weighted by their thermal probability alone. The size of the gap depends on the measure chosen. The substitution $w=\lambda x^4/kT$ also gives the exact classical variance, $\langle x^2\rangle=[\Gamma(3/4)/\Gamma(1/4)](kT/\lambda)^{1/2}=0.338\,(kT/\lambda)^{1/2}$. The oscillator with this variance has the frequency $\sqrt{kT/(m\langle x^2\rangle)}=1.720\,(\lambda kT/m^2)^{1/4}$, and $\Omega_{\rm cl}$ exceeds it by only 8 percent.

The true motion also has a spread of frequencies, since $\omega$ depends on $E$ and $E$ is thermally distributed. A single harmonic frequency cannot represent that spread. In the classical regime the self-consistent $\Omega$ has the same temperature exponent, $1/4$, as the true motion in this potential, but its classical value should not be read as the mean frequency of the orbits.

The numerical check checks the bound, both limits and the orbital mean numerically.

## Numbers as computed

```
mass m = 20000 electron masses
quartic constant lam = 0.02 hartree/bohr^4
energy unit (lam/m^2)^(1/3) = 3.684031e-04 hartree
length unit (m*lam)^(-1/6) = 0.36840 bohr
ZERO TEMPERATURE
W = 6.694330e-04 hartree = 18.216 meV
W in energy units = 1.817121
variance <x^2> = 0.037345 bohr^2
E approx = 2.510374e-04 hartree = 6.8311 meV
E true   = 2.460882e-04 hartree = 6.6964 meV
E approx in energy units = 0.681420
E true in energy units   = 0.667986
error of E = 2.011 percent
error of E for m = 3.0, lam = 0.5: 2.011 percent
true first excitation in energy units = 1.725658
W above true first excitation by 5.30 percent
matrix for states 0, 2, 4 in units of W:
   0.37500   0.00000   0.20412
   0.00000   2.87500   1.15470
   0.20412   1.15470   7.37500
its lowest eigenvalue = 0.368564 W
even basis states, lowest E (energy units), E approx above it (percent)
    1  0.681420  0.000
    3  0.669726  1.746
    5  0.668042  2.003
   10  0.667986  2.011
   20  0.667986  2.011
FINITE TEMPERATURE
T (K), W (hartree), W classical (hartree), excess (percent),
  predicted excess (percent), local exponent dlnW/dlnT
    100 7.17550e-04 6.60227e-04   8.6823   9.0553 0.1367
    300 8.83962e-04 8.68908e-04   1.7325   1.7427 0.2246
   1000 1.17743e-03 1.17407e-03   0.2861   0.2864 0.2457
   3000 1.54601e-03 1.54516e-03   0.0551   0.0551 0.2492
kT at 300 K = 9.500435e-04 hartree
F approx at 300 K = -2.888697e-04 hartree
F true at 300 K   = -3.287783e-04 hartree
CLASSICAL LAW
prefactor 12^(1/4) = 1.86121
minimised W at 300 K = 8.68908e-04 hartree
minimised W at 4800 K = 1.73782e-03 hartree
ratio of the two = 2.00000
orbit frequency ratio, energy times 16 = 2.00000
mean orbit frequency at 300 K = 6.45532e-04 hartree
prefactor of mean orbit frequency = 1.38273
classical W / mean orbit frequency = 1.3460
```
